The Dirac equation in cylindrical coordinates: √ρ and the antiperiodic spinor

**Question**

I am trying to write the free Dirac equation in cylindrical coordinates (ρ, φ, z), with spinor components that refer to the local axes e_ρ, e_φ, e_z. I call this a rotating frame because the axes turn as φ changes; nothing rotates in time.

When I only change coordinates, I find no spin connection, but the matrices depend on φ. When I also turn the axes, an extra term appears. I was told that a factor √ρ removes the spin connection and that the spinor is then antiperiodic in φ. Three things stop me:

1. How can an ordinary function such as √ρ remove a matrix?
2. Space is flat and the wave function is single-valued, so where does a minus sign come from? Is √ρ responsible?
3. Does the sign affect anything measurable, say the levels of an electron in a cylinder of radius 1 Å?

**Answer**

What you were told needs one correction. The factor √ρ removes the term that the connection adds to the Dirac operator. It does not remove the sign acquired in a full turn, and it does not cause it. The two effects separate if the coordinates are changed first, the axes second, and the spinor rescaled last.

**Changing the coordinates**

I use atomic units, ħ = m = e = 1, with c ≈ 137.036. The equation is i∂_tψ = Hψ with

H = c α·p + βc², p = −i∇.

In the standard representation α_i has the Pauli matrix σ_i in its two off-diagonal blocks, β = diag(1, 1, −1, −1), and Σ_i has σ_i in both diagonal blocks. The Pauli products then give

α_yΣ_z = iα_x, [Σ_z, α_x] = 2iα_y, [Σ_z, α_y] = −2iα_x.

From x = ρ cosφ and y = ρ sinφ,

∂_x = cosφ ∂_ρ − (sinφ/ρ) ∂_φ,
∂_y = sinφ ∂_ρ + (cosφ/ρ) ∂_φ.

Collecting the coefficients of ∂_ρ and ∂_φ in α_x∂_x + α_y∂_y gives

α·p = −i[α_ρ ∂_ρ + α_φ (1/ρ) ∂_φ + α_z ∂_z],
α_ρ = α_x cosφ + α_y sinφ,
α_φ = −α_x sinφ + α_y cosφ.

This is your first version. The components of ψ still refer to the fixed x, y, z axes, so there is no connection, and ψ is periodic in φ.

**Turning the axes**

To refer the components to the local axes, set ψ = Sχ with the spin rotation

S(φ) = exp(−iφΣ_z/2) = cos(φ/2) − iΣ_z sin(φ/2).

This makes the matrices constant. To see it, differentiate S⁻¹α_ρS, using ∂_φS = −(i/2)Σ_zS and ∂_φα_ρ = α_φ:

∂_φ(S⁻¹α_ρS) = S⁻¹{(i/2)[Σ_z, α_ρ] + α_φ}S.

The commutator is [Σ_z, α_ρ] = 2i(α_y cosφ − α_x sinφ) = 2iα_φ. The first term is therefore −α_φ, and the bracket vanishes. Likewise [Σ_z, α_φ] = −2iα_ρ contributes +α_ρ, which cancels ∂_φα_φ = −α_ρ. Both turned matrices are thus independent of φ, and at φ = 0 we can read them off:

S⁻¹α_ρS = α_x, S⁻¹α_φS = α_y.

S commutes with α_z and β. It does not commute with ∂_φ:

∂_φ(Sχ) = S(∂_φ + Γ_φ)χ, Γ_φ = S⁻¹∂_φS = −iΣ_z/2.

Γ_φ is the spin connection. It is nonzero in flat space because the axes turn from point to point. In the Hamiltonian it appears multiplied by α_y/ρ:

(α_y/ρ)(−iΣ_z/2) = −(i/2ρ)(iα_x) = α_x/(2ρ).

The equation for χ is therefore

i∂_tχ = {−ic[α_x(∂_ρ + 1/(2ρ)) + α_y(1/ρ)∂_φ + α_z∂_z] + βc²}χ.

This answers your first question. The connection is a matrix, but its product with α_y is proportional to α_x, the same matrix that multiplies ∂_ρ. What remains is a scalar addition to the radial derivative, and a scalar factor can cancel it.

**Removing the term**

For ρ > 0 put χ = u/√ρ. Then

(∂_ρ + 1/(2ρ))(ρ^(−1/2)u) = ρ^(−1/2)[∂_ρu − u/(2ρ) + u/(2ρ)] = ρ^(−1/2)∂_ρu.

The factor √ρ commutes with all the other terms, so

i∂_tu = {−ic[α_x∂_ρ + α_y(1/ρ)∂_φ + α_z∂_z] + βc²}u.

Since S is unitary, the normalization changes in step:

∫|ψ|² ρ dρ dφ dz = ∫|u|² dρ dφ dz.

The factor √ρ has absorbed the square root of the volume element. With the weight ρ, the combination that is antisymmetric under integration by parts is ∂_ρ + 1/(2ρ); without the weight it is ∂_ρ.

The numerical output printed after this text includes a comparison of the frame operator with direct Cartesian differentiation of an arbitrary spinor. They agree to about 5×10⁻¹² in the units stated there. Without √ρ, the discrepancy is the predicted 1/(2ρ) term.

**The minus sign**

Adding 2π to φ adds π to the half-angle, which reverses both the cosine and the sine:

S(φ + 2π) = −S(φ).

The Cartesian-frame spinor ψ is single-valued, and u = √ρ S⁻¹ψ. Hence

u(ρ, φ + 2π, z) = −u(ρ, φ, z).

The factor √ρ returns to its old value after a turn, so it plays no part in this; χ is antiperiodic too. The local axes themselves also return, but the spin rotation that follows them continuously has gone through 2π, which is −1 for spin 1/2. In terms of the connection, the loop matrix is exp(2πΓ_φ) = exp(−iπΣ_z) = −1.

A closed path that does not encircle the z axis has no net change of φ, and u returns unchanged. Densities and currents contain u† and u together, so the sign cancels in them. The result does assume a single-valued ψ and the spin rotation S without an extra phase. In the fixed frame the spinor is periodic. It is also periodic if S is multiplied by e^{iφ/2}, but then −i∂_φ in the equation is replaced by −i∂_φ + 1/2, and the levels stay the same.

The angular modes are e^{ijφ} with e^{2πij} = −1, so

j = ±1/2, ±3/2, ±5/2, …

This j is the total angular momentum along z, since

S⁻¹(−i∂_φ + Σ_z/2)S = −i∂_φ − Σ_z/2 + Σ_z/2 = −i∂_φ.

**An electron in a cylinder**

Take motion with p_z = 0. Then α_z drops out, and α_x and α_y couple component 1 only to 4, and 2 only to 3. For the first pair, the matrix elements (row 1, column 4) are 1 for α_x and −i for α_y; in row 4, column 1 they are 1 and +i. With u₁ = F(ρ)e^{ijφ} and u₄ = iG(ρ)e^{ijφ}, a state of energy E obeys

(E − c²)F = c(G′ + jG/ρ),
(E + c²)G = c(−F′ + jF/ρ).

For the pair (2,3) the α_y elements have the opposite sign, which replaces j by −j. Each level therefore has a partner of the same energy in the other pair.

Insert G from the second equation into the first:

(E² − c⁴)F = c²[−F″ + jF′/ρ − jF/ρ² − jF′/ρ + j²F/ρ²]
= c²[−F″ + j(j−1)F/ρ²].

Define k by E² = c⁴ + c²k², and set F = √ρ f and n = j − 1/2. Since F″ = √ρ[f″ + f′/ρ − f/(4ρ²)] and j(j−1) + 1/4 = n²,

f″ + f′/ρ + (k² − n²/ρ²)f = 0.

This is Bessel's equation, and n is an integer because j is half-odd. The second solution Y_n is excluded because at least one of its two spinor components is not square-integrable at the axis. For n = 0 the upper one is only logarithmic, but the lower one grows as 1/ρ. Using J_n′(x) = nJ_n(x)/x − J_{n+1}(x) in the equation for G, we get

F = √ρ J_n(kρ), G = q√ρ J_{n+1}(kρ), q = ck/(E + c²).

For j = 1/2, F vanishes as √ρ on the axis, while the physical component ψ₁ stays finite there.

For the wall at ρ = R, let the particle have a mass of M electron masses outside, and let M → ∞. The solution outside decays as e^{−κρ} with c²κ² = M²c⁴ − E², so κ → Mc. The equation for G becomes Mc²G ≈ cκF ≈ Mc²F. F and G are continuous because the equations are of first order with finite coefficients at each finite M. Hence

G(R) = F(R), or J_n(kR) = qJ_{n+1}(kR).

The radial current, c(u₁*u₄ + u₄*u₁) = c(iFG − iFG), vanishes for real F and G.

**The lowest level**

R = 1 Å is 1.88973 bohr. For j = 1/2 the first root is kR = 2.40019, which gives k = 2.40019/1.88973 = 1.27012 bohr⁻¹ and q = 0.004634. Since E² − c⁴ = c²k²,

E − c² = c²k²/(E + c²) = ckq
= 137.036 × 1.27012 × 0.004634 ≈ 0.8066 hartree.

The unrounded value, 0.80659 hartree, is 21.948 eV.

The nonrelativistic hard wall requires J₀(x₀) = 0, with x₀ = 2.40483, and gives E₀ = x₀²/(2R²), or 22.034 eV. The Dirac level is lower by 0.085 eV, about 0.4% of E₀. To find the cause, write kR = x₀ + δ. As J₀′ = −J₁, the wall condition to first order is

−δJ₁(x₀) = qJ₁(x₀), so δ = −q ≈ −x₀/(2cR),

where E + c² ≈ 2c² was used. The energy varies as (kR)², so

ΔE ≈ 2E₀δ/x₀ = −E₀/(cR) = −22.034/258.96 = −0.0851 eV.

The full difference is −0.0854 eV. Changing only the energy–momentum relation, at fixed kR = x₀, gives −0.0005 eV. The lowering thus comes mainly from the small component at the wall. Both its size and its sign belong to this model of the wall: a large negative mass outside, M → −∞, would give G(R) = −F(R), hence δ ≈ +q, and would raise the level by about as much. That wall differs in more than this sign: because the mass changes sign at ρ = R, it also binds states at the wall deep inside the gap (total energy E ≈ ∓36 hartree for j = ±1/2 in this pair, against c² ≈ 18779 hartree), so the level discussed here would no longer be the lowest of positive energy.

A finite outside mass can be treated the same way. The equation for G outside gives G/F ≈ cκ/(E + Mc²), apart from a much smaller curvature correction. With E ≈ c² this is √[(M−1)/(M+1)], which is about 1 − 1/M for M ≫ 1. Then δ ≈ −q(1 + 1/M), and the level drops by a further 0.085/M eV. The computed changes are −0.00085 eV for M = 100 and −0.000085 eV for M = 1000, both relative to the infinite-mass wall.

**What the sign does to the levels**

The levels can also be found without the turning frame. The component ψ₁ is expanded in polynomials in x and y, which are single-valued, and no angular quantum number is put in. In the fixed frame (E + c²)ψ₄ = −ic(∂_x + i∂_y)ψ₁, and eliminating ψ₄ gives −(∂_x² + ∂_y²)ψ₁ = k²ψ₁. The wall condition u₄ = iu₁ becomes ψ₄ = ie^{iφ}ψ₁, because S multiplies components 1 and 4 by e^{−iφ/2} and e^{+iφ/2}. Since ∂_x + i∂_y = e^{iφ}(∂_ρ − L_z/ρ) with L_z = −i∂_φ, this is ∂_ρψ₁ = [L_z/R − (E + c²)/c]ψ₁ at ρ = R. Component 1 has Σ_z = +1, so j is the mean of L_z in ψ₁ plus 1/2. The three lowest levels of the (1,4) pair come out at 21.948, 55.719 and 55.720 eV. Their eigenvectors give j = 1/2, 3/2 and −1/2, and kR agrees with the Bessel condition to all seven printed decimals.

The upper two are nearly degenerate for a reason that the wall condition shows. For j = −1/2 it reads −J₁ = qJ₀, because J₋₁ = −J₁. For j = 3/2 it reads J₁ = qJ₂, and J₂ = 2J₁/x − J₀ turns this into

(1 − 2q/x)J₁ = −qJ₀, x = kR.

The two conditions differ only by the factor 1 − 2q/x. At the zero x₁ of J₁ we have J₁′ = J₀, so with x = x₁ + δ the condition for j = −1/2 gives δ ≈ −q, and that for j = 3/2 gives δ ≈ −q/(1 − 2q/x) ≈ −q − 2q²/x. Other terms of order q² have been left out of both roots, but they are the same in each and cancel in the difference. The j = 3/2 root is therefore the lower one, by about 2q²/x. As q is nearly proportional to kR, here q ≈ 0.004634 × 3.824/2.400 = 0.0074, and the separation is about 2.9×10⁻⁵. The printed roots differ by 2.85×10⁻⁵.

Now impose the wrong condition, u periodic, so that j is an integer. For j = 1 the Bessel order is 1/2, and square-integrability still selects one solution at the axis. (For j = 0 it would not: both solutions are square-integrable, and an extra condition would be needed.) The function √x J_{1/2}(x) is proportional to sin x, so the root lies near π. It is kR = 3.1355, which gives 37.46 eV. The nearest of the six lowest true levels of this pair is 15.5 eV away.

So reversing the sign of u everywhere changes no density. But in the equation for u derived here, the condition that u changes sign in a full turn fixes which values of j are allowed, and through them the levels and the shapes of the states. To return to the fixed frame, use ψ = S(φ)u/√ρ: the sign of S cancels the sign of u, and ψ is single-valued again.

Values computed for the example and the checks

```
FRAME AND CONNECTION
largest error of frame operator on u (H/c, a.u.): 5.4e-12
largest error of the 1/(2 rho) term (H/c, a.u.): 4.4e-12
factor of u after one turn: -1.000000
diagonal of Gamma_phi, imaginary part: [-0.5  0.5 -0.5  0.5]
loop matrix, first diagonal element: -1.000000
CYLINDER, p_z = 0, BLOCK OF COMPONENTS 1 AND 4
radius R: 1.000 angstrom = 1.88973 bohr
speed of light c: 137.0360 a.u.
c R: 258.961 a.u.
kR, j = 1/2: 2.400187
k, j = 1/2: 2.400187 1/angstrom
q = c k/(E + c^2), j = 1/2: 0.004634
E - c^2, j = 1/2: 21.9484 eV = 0.806590 hartree
first zero of J_0: 2.404826
nonrelativistic hard-wall energy: 22.0338 eV
relativistic minus nonrelativistic: -0.0854 eV
estimate -E0/(c R): -0.0851 eV
part from energy-momentum relation: -0.00048 eV
change for outside mass 100 m_e: -0.000850 eV
change for outside mass 1000 m_e: -0.000085 eV
LOWEST LEVELS FROM THE SINGLE-VALUED CARTESIAN COMPONENT
j read off: 0.5000, kR Cartesian: 2.4001869, kR Bessel: 2.4001869, E - c^2: 21.9484 eV
j read off: 1.5000, kR Cartesian: 3.8243011, kR Bessel: 3.8243011, E - c^2: 55.7190 eV
j read off: -0.5000, kR Cartesian: 3.8243296, kR Bessel: 3.8243296, E - c^2: 55.7198 eV
WRONG PERIODIC CONDITION
kR for j = 1: 3.135527
false level for j = 1: 37.4566 eV
distance to nearest of six true levels: 15.5081 eV
```
